# Length and velocity dipole elements under local and nonlocal potentials

## First half: the identity and its conditions

### Two numbers for one absorption

A photon of wavelength 13.5 nm enters a resist film and lifts an electron from a bound state into the continuum. The rate depends on a dipole matrix element. A computation may form it from the electron's position, which gives the length form, or from its momentum, which gives the velocity form. With a pseudopotential or with Hartree–Fock orbitals, the two can give different cross sections even when each integral is numerically converged. The difference comes from a definite operator, which can be evaluated and included.

Hartree atomic units are used, so the electron mass, the elementary charge and $\hbar$ are one. Energies are in hartree and lengths in bohr. The Hamiltonian without light is

$$H=T+U+W,\qquad T=\sum_j \frac{\mathbf p_j^2}{2},\qquad \mathbf p_j=-i\nabla_j .$$

Here $U$ multiplies the wavefunction by a real function of the electron positions. It may depend on several positions at once, so the repulsion between electrons belongs to $U$. The Hermitian operator $W$ contains what is left. It is called nonlocal because $(W\psi)(\mathbf r)$ depends on values of $\psi$ away from $\mathbf r$.

The initial and final states are $i$ and $f$, with energies $E_i$ and $E_f$, and $\omega=E_f-E_i$. As a subscript or inside a bracket, $i$ labels the state; as a factor it is the imaginary unit. The total position and momentum are $\mathbf r=\sum_j\mathbf r_j$ and $\mathbf p=\sum_j\mathbf p_j$.

### The commutator

Take the $x$ component for one electron. Since $[x,p_x]=i$,

$$[x,p_x^2]=[x,p_x]p_x+p_x[x,p_x]=2ip_x .$$

The components $p_y$ and $p_z$ commute with $x$. Division by two gives $[x,\mathbf p^2/2]=ip_x$. For several electrons, the position of one commutes with the momentum of another, so the single-electron results add:

$$[x,T]=ip_x ,$$

where $x$ and $p_x$ are now totals. Multiplication by $U$ and multiplication by $x$ can be done in either order, hence $[x,U]=0$. This holds for electron repulsion as well as for the attraction of the nuclei. Therefore

$$[x,H]=ip_x+[x,W].\tag{1}$$

Now let $f$ and $i$ be exact eigenstates of this same $H$, and suppose that $H$ may act to the left on $f$ without a boundary term. Then

$$\langle f|[x,H]|i\rangle=\langle f|xH|i\rangle-\langle f|Hx|i\rangle
=(E_i-E_f)\langle f|x|i\rangle=-\omega X,$$

with $X=\langle f|x|i\rangle$. Equation (1) turns the left side into $i\langle f|p_x|i\rangle+C$, where

$$C=\langle f|[x,W]|i\rangle .$$

Multiplying $i\langle f|p_x|i\rangle=-\omega X-C$ by $-i$ gives

$$\langle f|p_x|i\rangle=i\omega X+iC.\tag{2}$$

For real wavefunctions it is convenient to use the real derivative element

$$D=\langle f|\partial_x|i\rangle,\qquad \langle f|p_x|i\rangle=-iD,$$

where $\partial_x$ stands for the sum of the derivatives over all electrons. Multiplying (2) by $i$ gives $D=-\omega X-C$, or

$$\boxed{D+C=-\omega X.}\tag{3}$$

For $W=0$ the length element $X$ equals the velocity estimate $-D/\omega$, provided $\omega\neq0$. If $\omega=0$ and the boundary term vanishes, the local result is instead $D=0$, and no division is possible.

A change of origin does not affect (3) for orthogonal states. Replacing $x$ by $x+a$, with $a$ constant, adds $a\langle f|i\rangle=0$ to $X$ for one electron, or a multiple of it for several. It leaves $[x,W]$ unchanged, because a constant commutes with $W$. Approximate states that are not orthogonal lose this protection, and their length element then depends on the origin.

### The velocity that belongs to the Hamiltonian

The Heisenberg equation defines the velocity as the rate of change of position:

$$v_x=i[H,x]=-i[x,H]=p_x-i[x,W].\tag{4}$$

Its matrix element is $-iD-iC=-i(D+C)$, which by (3) equals $i\omega X$. The length form thus agrees with the full velocity whether or not $W$ vanishes. Momentum and velocity coincide in matrix elements where the commutator contributes nothing.

The same operator governs the coupling to light. Let the vector potential $\mathbf A(t)$ be uniform over the absorbing system and define the electric field by $\mathbf F=-d\mathbf A/dt$. The electron charge is $-1$, so the length coupling is $H+\mathbf F\cdot\mathbf r$. Transform its solution $\psi_L$ by

$$\psi_V=e^{-i\mathbf A\cdot\mathbf r}\psi_L .$$

Differentiating the phase as well as $\psi_L$ gives

$$i\frac{\partial\psi_V}{\partial t}
=\left[\frac{d\mathbf A}{dt}\cdot\mathbf r
+e^{-i\mathbf A\cdot\mathbf r}(H+\mathbf F\cdot\mathbf r)e^{i\mathbf A\cdot\mathbf r}\right]\psi_V .$$

The field term commutes with the exponentials and cancels the first term, because $\mathbf F=-d\mathbf A/dt$. The Hamiltonian for $\psi_V$ is

$$H_A=e^{-i\mathbf A\cdot\mathbf r}He^{i\mathbf A\cdot\mathbf r}
=H-i[\mathbf A\cdot\mathbf r,H]+O(A^2)
=H+\mathbf A\cdot\mathbf v+O(A^2).\tag{5}$$

The kinetic part of (5) is the familiar replacement of $\mathbf p_j$ by $\mathbf p_j+\mathbf A$. The nonlocal part also changes, and its linear change is the commutator in (4). For a prescribed $W$, a calculation that uses $\mathbf A\cdot\mathbf p$ alone omits this change and is not equivalent to the length coupling.

This argument assumes that the field enters the model through $\mathbf F\cdot\mathbf r$ and that $W$ has no further response of its own. A self-consistent mean field does respond, because its orbitals change. In time-dependent Hartree–Fock, the exchange operator is rebuilt from orbitals that carry the phase $e^{-i\mathbf A\cdot\mathbf r}$. Its response to $\mathbf A\cdot\mathbf p$ then already includes the exchange commutator, and adding $C$ would count that term twice. The correction $C$ for exchange belongs to calculations that hold the Fock operator fixed.

The assumption of a uniform field is reasonable for an atom at 13.5 nm. The wavelength is about 255 bohr, whereas the bound states considered here extend over a few bohr.

### What an integral kernel contributes

In one dimension, write the nonlocal operator with a kernel:

$$(W\psi)(x)=\int W(x,x')\psi(x')\,dx'.$$

In $xW\psi$ the factor $x$ stands outside the integral. In $Wx\psi$ the factor is $x'$ and stands inside. Their difference is

$$([x,W]\psi)(x)=\int (x-x')W(x,x')\psi(x')\,dx'.\tag{6}$$

A kernel proportional to $\delta(x-x')$ is a local potential, and the factor $x-x'$ removes it. The correction measures how far the potential carries amplitude from one place to another.

Many pseudopotentials use separable projectors, $W=\sum_{ab}|\beta_a\rangle B_{ab}\langle\beta_b|$. Equation (1) then requires

$$C=\sum_{ab}B_{ab}\left[\langle f|x|\beta_a\rangle\langle\beta_b|i\rangle
-\langle f|\beta_a\rangle\langle\beta_b|x|i\rangle\right].\tag{7}$$

Both terms are needed. For projectors centred on one atom, $x$ may be measured from that atom, since a constant shift cancels between the terms. The integrals then involve positions within the range of the projectors.

### Boundary terms

Moving $H$ to the left involves integration by parts. Consider one electron on an interval from $a$ to $b$, with real states and $W=0$. Since $[x,T]i=\partial_x i$,

$$D=\int_a^b f\,xTi\,dx-\int_a^b f\,T(xi)\,dx .$$

In the second integral $T(xi)=-\tfrac12(xi)''$. Two integrations by parts give

$$\int_a^b f(xi)''dx=\left[f(xi)'-f'xi\right]_a^b+\int_a^b f''xi\,dx .$$

Hence

$$D=\int_a^b f\,xTi\,dx-\int_a^b(Tf)xi\,dx+S,\qquad
S=\frac12\left[f(xi)'-f'xi\right]_a^b .$$

Use $Ti=(E_i-U)i$ and $Tf=(E_f-U)f$. The terms with $U$ cancel and leave

$$D=-\omega X+S.\tag{8}$$

If $i$ is bound and decays exponentially, $S$ vanishes at large distance even when $f$ is a continuum wave, because $f$ and $f'$ stay bounded. This is the situation in photoionization. The term also vanishes between hard walls, where $f=i=0$.

It need not vanish on a ring. Take a free electron on a ring of length $L$, cut open at $x=0$, with

$$f=\sqrt{2/L}\sin qx,\qquad i=\sqrt{2/L}\cos qx,\qquad q=2\pi/L .$$

The states have the same energy, so $\omega=0$. The derivative element is

$$D=-\frac{2q}{L}\int_0^L\sin^2qx\,dx=-q .$$

At both ends $f=0$. The remaining term in $S$ is zero at $x=0$, while at $x=L$ it is $-\tfrac12(q\sqrt{2/L})L\sqrt{2/L}=-q$. For $L=10$ bohr, both $D$ and $S$ equal $-0.628$ bohr$^{-1}$. The surface term carries the whole derivative element. The cause is that $xi$ is not periodic although $i$ is, so the position operator leads out of the space of allowed functions.

### Approximate eigenstates

A finite basis or a trial function causes a different discrepancy. Define the residuals by

$$\rho_i=(H-E_i)i,\qquad \rho_f=(H-E_f)f,$$

where $E_i$ and $E_f$ are the energies assigned to the approximate states. With vanishing boundary terms,

$$\langle f|[x,H]|i\rangle=-\omega X+\langle f|x|\rho_i\rangle-\langle\rho_f|x|i\rangle .$$

Since the left side is still $D+C$,

$$D+C=-\omega X+\langle f|x|\rho_i\rangle-\langle\rho_f|x|i\rangle.\tag{9}$$

Hydrogen shows the effect under a purely local potential. Let $f$ be the exact $2p$ state along $z$ and let $i$ be a $1s$ trial function with exponent $\zeta$:

$$f=\frac{r\cos\theta\,e^{-r/2}}{4\sqrt{2\pi}},\qquad
i=\sqrt{\frac{\zeta^3}{\pi}}e^{-\zeta r}.$$

Write $b=\zeta+\tfrac12$. The angular integral of $\cos^2\theta$ is $4\pi/3$, and the common prefactor becomes $\zeta^{3/2}/(3\sqrt2)$. The length element contains $\int_0^\infty r^4e^{-br}dr=24/b^5$. In the derivative element, $\partial_z i=-\zeta\cos\theta\,i$, and the radial integral is $6/b^4$. Thus

$$Z=\frac{4\sqrt2\,\zeta^{3/2}}{b^5},\qquad
D=-\frac{\sqrt2\,\zeta^{5/2}}{b^4}.$$

At $\zeta=1$ the state is exact and $\omega=3/8$. Both forms give 0.745 bohr.

For general $\zeta$, the expectation energy is $E_i=\zeta^2/2-\zeta$. The kinetic operator gives $Ti=(-\zeta^2/2+\zeta/r)i$, so

$$\rho_i=\left(-\frac{\zeta^2}{2}+\frac{\zeta}{r}-\frac1r-\frac{\zeta^2}{2}+\zeta\right)i
=(1-\zeta)\left(\zeta-\frac1r\right)i .$$

Also $\langle f|\cos\theta|i\rangle=-D/\zeta=bZ/4$. The residual term is therefore

$$\langle f|z|\rho_i\rangle=(1-\zeta)\left(\zeta-\frac b4\right)Z.\tag{10}$$

For $\zeta=0.9$, $\omega=-0.125+0.495=0.370$ hartree. The length form gives 0.898 bohr and the velocity form 0.765 bohr. They lie about 21% and 3% above the exact element. Equation (10) gives $0.1(0.9-0.35)(0.898)=0.0494$, which is $D+\omega Z$. The velocity form is closer for this trial function; (9) supplies no general preference.

Agreement does not prove that the states are exact. At $\zeta=1/6$ one has $b/4=\zeta$, so (10) vanishes and the two forms agree, although the trial function is far from the $1s$ state. Equality of one pair of matrix elements constrains one combination of residual integrals, not the whole wavefunction.

## Second half: cross sections and mean-field orbitals

### Quantities carried forward

The states $i$ and $f$ are eigenstates of $H=T+U+W$ with energy difference $\omega$. For a chosen direction, $X$ or $Z$ is the position element, $D$ the element of the derivative, and $C$ the element of the commutator of position with $W$. With vanishing boundary terms, $D+C=-\omega X$. The full velocity element is $-i(D+C)$, whereas the momentum element is $-iD$. Light couples to the model through $\mathbf A\cdot\mathbf v$.

### From matrix element to cross section

Let one electron absorb from $\mathbf A=\hat{\mathbf z}A_0\cos\omega t$. The absorbing part of the perturbation has amplitude $A_0v_z/2$. If the final continuum state is normalized per unit energy, Fermi's golden rule gives the rate

$$R=2\pi\left|\frac{A_0}{2}\langle f|v_z|i\rangle\right|^2
=\frac{\pi A_0^2}{2}|\langle f|v_z|i\rangle|^2 .$$

The electric field amplitude is $\omega A_0$. In atomic units the speed of light is $1/\alpha$, where $\alpha$ is the fine-structure constant, and the mean intensity is $(\omega A_0)^2/(8\pi\alpha)$. Division by the photon energy gives the photon flux $\omega A_0^2/(8\pi\alpha)$. The cross section is the rate divided by this flux:

$$\sigma=\frac{4\pi^2\alpha}{\omega}(D+C)^2
=4\pi^2\alpha\,\omega Z^2.\tag{11}$$

The bare-momentum expression replaces $D+C$ by $D$:

$$\sigma_p=\frac{4\pi^2\alpha}{\omega}D^2,\qquad
\frac{\sigma_p}{\sigma}=\left(1+\frac{C}{\omega Z}\right)^2.\tag{12}$$

The ratio follows from $D=-\omega Z-C$. The correction is small when $|C|\ll\omega|Z|$. A photon energy larger than the potential does not by itself ensure this, because $Z$ may also be small.

### A potential that acts on s waves

Many pseudopotentials give each angular momentum its own radial potential. The simplest case adds a term for $l=0$:

$$W=\Delta V(r)P_0 ,$$

where $P_0$ averages the wavefunction over angles at fixed $r$. This operator is local in $r$ but nonlocal in angle. Write the states as

$$i=\frac{u_s(r)}{r}Y_{00},\qquad f=\frac{u_p(r)}{r}Y_{10}.$$

The angular element of $\cos\theta$ between $Y_{10}$ and $Y_{00}$ is $1/\sqrt3$, so

$$Z=\frac1{\sqrt3}\int_0^\infty u_p\,r\,u_s\,dr .$$

For the derivative, $\partial_z$ acts on a spherical function as $\cos\theta\,d/dr$, and $r\,d(u_s/r)/dr=u_s'-u_s/r$. Hence

$$D=\frac1{\sqrt3}\int_0^\infty u_p\left(u_s'-\frac{u_s}{r}\right)dr .$$

In the commutator, $zWi=z\Delta V i$. The other term vanishes because $zi$ is a $p$ wave and $P_0$ removes it. Therefore

$$C=\frac1{\sqrt3}\int_0^\infty u_p\,r\,\Delta V\,u_s\,dr.\tag{13}$$

The radial equations give the same relation without operator notation. They are

$$u_s''=2(U+\Delta V-E_i)u_s,\qquad
u_p''=\left[\frac2{r^2}+2(U-E_f)\right]u_p .$$

Multiply the second by $ru_s$, the first by $ru_p$, subtract and integrate:

$$\int_0^\infty(u_p''ru_s-u_pru_s'')dr
=\int_0^\infty u_pru_s\left(\frac2{r^2}-2\omega-2\Delta V\right)dr .$$

Integrating the first term on the left twice by parts replaces $u_p''ru_s$ by $u_p(ru_s)''=u_p(ru_s''+2u_s')$. The end terms vanish at the origin and at infinity. The left side is thus $2\int u_pu_s'dr$. Moving the $2/r^2$ term across and dividing by $2\sqrt3$ gives $D=-\omega Z-C$.

### A model at 13.5 nm

Choose round parameters that represent no particular material:

$$U(r)=-4e^{-(r/1.1)^2},\qquad \Delta V(r)=e^{-(r/0.8)^2},$$

with energies in hartree and $r$ in bohr. The lowest $s$ state was found by diagonalizing the radial Hamiltonian in 120 sine functions inside a sphere of radius 20 bohr. Its energy is $-0.669$ hartree. A photon of 13.5 nm carries 3.375 hartree, or 91.84 eV, so the final $p$ wave has energy 2.706 hartree.

The $p$ equation was integrated outward by a Runge–Kutta method and joined at 20 bohr to free waves. If the outer wave has amplitude $N$ and wave number $k=\sqrt{2E_f}$, its overlap with a neighbouring wave is $N^2(\pi/2)\delta(k-k')$. Since $dE=k\,dk$, $\delta(k-k')=k\delta(E-E')$. Normalization per unit energy therefore requires $N=\sqrt{2/(\pi k)}$.

Quadrature gives, in atomic units,

$$Z=0.00790,\qquad D=-0.07247,\qquad C=0.04582 .$$

Then $\omega Z=3.375\times0.00790=0.0267$, while $-(D+C)=0.07247-0.04582=0.0267$. The corresponding cross sections, with 1 Mb $=10^{-22}$ m$^2$, are

- length or full velocity: 0.0017 Mb;
- bare momentum: 0.0126 Mb.

The bare result is 7.4 times the result that belongs to the model. The repulsion $\Delta V$ is at most 1 hartree, less than a third of the photon energy, yet $C$ exceeds $\omega Z$. The integrals explain how this is possible. Since $0<\Delta V\le1$, a product $u_pru_s$ of one sign would give $|C|\le|Z|$. Here $C$ is about six times $Z$, so the product must change sign. Positive and negative regions contribute about $0.221$ and $-0.213$ to $Z$ and largely cancel, while the short-ranged factor $\Delta V$ leaves $C$ almost wholly to the positive part. The cancellation becomes complete at a photon energy near 4.2 hartree, where $Z$ passes through zero and $D=-C$ does not. The ratio therefore depends strongly on energy: it is about 1.3 at 1.2 hartree and grows without bound as that zero is approached. The value 7.4 reflects the nearness of this zero.

Now remove $\Delta V$ while keeping the well and the photon energy fixed. The bound energy falls to $-0.983$ hartree, and the final energy falls with it. The length and bare-momentum cross sections are both 0.0586 Mb. Their agreement shows that the discrepancy came from the nonlocal term. The change in the length result itself, from 0.0017 to 0.0586 Mb, has another meaning: the Hamiltonian, its bound state and the final energy have all changed.

### Total absorption strength

The nonlocal term also alters the oscillator-strength sum. For a real state $i$, expand the double commutator:

$$\langle[z,[H,z]]\rangle_i
=2\langle zHz\rangle_i-\langle z^2H+Hz^2\rangle_i
=2\langle z(H-E_i)z\rangle_i .$$

Inserting the eigenstates $n$ of $H$ between the two factors of $z$ gives

$$\langle[z,[H,z]]\rangle_i=\sum_n2(E_n-E_i)|\langle n|z|i\rangle|^2 .$$

The sum includes an integral over the continuum. Kinetic energy contributes $[z,-ip_z]=1$. The nonlocal part contributes $2zWz-z^2W-Wz^2$. For the $s$ state, $\langle zWz\rangle=0$ because $zi$ is a $p$ wave. Each of the other two expectation values is $\langle r^2\Delta V\rangle/3$, since the angular average of $z^2$ is $r^2/3$. Thus

$$\sum_n2(E_n-E_i)|\langle n|z|i\rangle|^2
=1-\frac23\langle r^2\Delta V\rangle_i.\tag{14}$$

For the model this is 0.902. A sum over $p$ states in the same sphere, expanded in 120 free spherical waves, also gives 0.902. Without $\Delta V$ the sum is 1.000. In this model the $s$-only repulsion lowers the total strength by about 10%, a much smaller relative change than the one at 13.5 nm. A sum near one does not guarantee a reliable cross section at a chosen energy.

### Exchange and the many-electron Hamiltonian

Hartree–Fock orbitals supply a nonlocal potential of another kind. For electrons of the same spin in one dimension, with repulsion $w(x-x')$, the exchange operator has kernel

$$W(x,x')=-\gamma(x,x')w(x-x'),\qquad
\gamma(x,x')=\sum_{a\,\mathrm{occ}}\varphi_a(x)\varphi_a(x') .$$

Equation (6) gives

$$C=-\iint\varphi_f(x)(x-x')\gamma(x,x')w(x-x')\varphi_i(x')\,dx\,dx'.\tag{15}$$

A limiting case shows its sign. If $w$ had the constant value $w_0$ over the orbitals, exchange would be $-w_0P$, where $P$ projects onto occupied orbitals. For occupied $i$ and empty $f$, $Pi=i$ and $Pf=0$, so

$$C=-w_0\langle f|xP-Px|i\rangle=-w_0X,\qquad D=-(\omega-w_0)X .$$

Exchange lowers the occupied level by $w_0$ and widens the orbital gap. The momentum element does not contain that widening, so the bare estimate $-D/\omega$ is too small by the factor $(\omega-w_0)/\omega$ when $0<w_0<\omega$.

For a finite-range example, place two same-spin electrons in the attraction $-3e^{-x^2/4}$ with repulsion $e^{-(x-x')^2/4}$. Hard walls stand at $x=\pm8$ bohr, and 30 sine functions represent each electron. Self-consistent iteration gives an orbital gap of 0.966 hartree between the second, occupied orbital and the third, empty one. With the sign chosen so that $X>0$,

$$X=1.018,\qquad -D/\omega=0.717,\qquad C=-0.290 .$$

The first two values are in bohr and $C$ is in atomic units. Including exchange gives $-(D+C)/\omega=(0.693+0.290)/0.966=1.018$ bohr. The bare value is about 30% below the length value. The empty orbital lies slightly above zero energy, at about 0.04 hartree, so it is confined by the walls rather than bound by the well. Moving the walls outward spreads it and reduces $X$, $|D|$ and $|C|$ together, while the 30% shortfall hardly changes.

The Hamiltonian of the two electrons contains no exchange operator. Its repulsion is a multiplicative function of both positions, and exchange symmetry resides in the wavefunction. Diagonalizing that Hamiltonian in the antisymmetric products of the same sine functions gives a strong transition at 0.689 hartree. Both $|X|$ and $|D|/\omega$ are 1.151 bohr for the total position and derivative. No commutator correction is needed.

These results answer different questions. Equation (15) restores consistency within the fixed Fock operator. It does not turn its orbital gap into the two-electron excitation energy, nor does it supply electron correlation or the response of the mean field.

### A static field as a second measure

A static field gives a measure of the coupling that does not involve the velocity. Add $Fx$ to the fixed Fock operator and follow its lowest orbital energy $E_0(F)$. With $\omega_n=E_n-E_0$, second-order perturbation theory gives

$$E_0(F)=E_0+F\langle0|x|0\rangle-F^2\sum_{n\ne0}\frac{|\langle n|x|0\rangle|^2}{\omega_n}+\cdots .$$

The polarizability is minus the second derivative:

$$\alpha_0=2\sum_{n\ne0}\frac{|\langle n|x|0\rangle|^2}{\omega_n}
=2\sum_{n\ne0}\frac{|\langle n|v_x|0\rangle|^2}{\omega_n^3}.\tag{16}$$

The last form uses $|\langle n|v_x|0\rangle|=\omega_n|\langle n|x|0\rangle|$. Energies at $F=\pm0.001$ atomic units and at zero field give $\alpha_0=1.320$ by a second difference. The full-velocity sum gives 1.320, whereas replacing $v_x$ by $p_x$ gives 0.713, about 46% too low. This quantity belongs to the one-electron Fock operator, whose other occupied orbital is included among the states $n$. It is not the polarizability of the two-electron system.

### Use in real calculations

For resist materials at 13.5 nm, atomic cross sections are roughly of order 1 Mb for carbon and oxygen and 10 Mb for tin. The model's 0.0017 Mb is far from typical, and its factor of 7.4 should not be transferred to a resist. Real atoms have several absorbing subshells, and their electrons respond together; the model has one electron in a fixed potential. Its result lies below these atomic values by a factor of hundreds or more. Part of that gap comes from the near-cancellation in $Z$ at this energy, which is a feature of the chosen potential, and the model cannot divide the rest among its missing effects. A pseudopotential also changes the wavefunction near the nucleus. Including $C$ makes the two forms consistent for the pseudized Hamiltonian, without restoring the all-electron matrix element.

An implementation should evaluate $\omega X$, $D$ and $C$ with the same states and the same Hamiltonian. If $D+C+\omega X$ is not small compared with $\omega X$, equations (8) and (9) point to boundary terms or residuals. An omitted part of $W$ has the same symptom. When boundary terms vanish, a small value is necessary for exact states, but the hydrogen trial function with $\zeta=1/6$ shows that it is not sufficient.

An empirical shift of all empty levels by $\Delta$ needs similar care. It adds $\Delta(1-P)$ to the Hamiltonian, which is nonlocal. Between occupied $i$ and empty $f$, its commutator element is $-\Delta X$. With $D$ and $C$ from the unshifted Hamiltonian, the identity becomes

$$D+C-\Delta X=-(\omega+\Delta)X ,$$

which reduces to $D+C=-\omega X$. The position element must therefore be recovered with the unshifted gap $\omega$, even though the photon energy in the cross section is $\omega+\Delta$. Dividing the old velocity element by the shifted gap would omit the commutator introduced by the shift.
